# Metric and Fitting Error of Coulomb Integrals in a Mixed Product Basis

**Q.** Exact exchange and $GW$ in an LAPW code need Coulomb integrals between products of radial functions. The products are replaced by their projections on a mixed product basis. If the projection is good, why should the metric matter?

**A.** We need to define "good" first. Take one muffin-tin sphere of radius $R$, real functions and Hartree atomic units. A product density has the form $\rho(r)Y_{LM}$, with $\rho=u_lu_{l'}$. The multipole expansion of $1/|\mathbf r-\mathbf r'|$, integrated over angles, leaves

$$(f|g)=\int_0^R\!\!\int_0^R r^2s^2 f(r)\,\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}\,g(s)\,ds\,dr .$$

Gaunt coefficients multiply the exact and the fitted integral alike, so I leave them out for now. Write $\langle f|g\rangle=\int_0^R r^2fg\,dr$ and $\|f\|^2=\langle f|f\rangle$. Then $(f|g)=\langle f|vg\rangle$, where $vg$ is the potential of $g$.

The fit is $\tilde\rho=\sum_i c_iM_i$, with residual $\delta\rho=\rho-\tilde\rho$. Minimizing $\langle\delta\rho|\delta\rho\rangle$ gives

$$0=\frac{\partial}{\partial c_i}\langle\delta\rho|\delta\rho\rangle=-2\langle M_i|\delta\rho\rangle .$$

This is the overlap-metric fit, $\tilde\rho=P\rho$, with $P$ the orthogonal projector on the basis. Minimizing $(\delta\rho|\delta\rho)$ gives $(M_i|\delta\rho)=0$ instead, the Coulomb-metric fit. The two residuals are orthogonal to the basis in different senses.

**Q.** The second minimization needs $(f|f)$ to be positive. Is it, for one radial channel in a finite sphere?

**A.** Yes. Let $\phi=vf$:

$$\phi=\frac{4\pi}{2L+1}\left[r^{-L-1}A+r^LB\right],\quad A=\int_0^r s^{L+2}f\,ds,\quad B=\int_r^R s^{1-L}f\,ds .$$

In $\phi'$ the derivatives of the integration limits cancel, since $r^{-L-1}r^{L+2}f=r^Lr^{1-L}f$. Thus

$$r^2\phi'=\frac{4\pi}{2L+1}\left[-(L+1)r^{-L}A+Lr^{L+1}B\right].$$

In the next derivative the limits contribute $\frac{4\pi}{2L+1}\left[-(L+1)r^2f-Lr^2f\right]=-4\pi r^2f$, and the powers of $r$ contribute $L(L+1)\phi$:

$$(r^2\phi')'-L(L+1)\phi=-4\pi r^2f .$$

At $r=R$ we have $B=0$, so $\phi'(R)=-(L+1)\phi(R)/R$. Substitute for $r^2f$ in $(f|f)=\int r^2f\phi\,dr$ and integrate by parts; the boundary term at the origin vanishes:

$$(f|f)=\frac1{4\pi}\left\{\int_0^R\left[r^2\phi'^2+L(L+1)\phi^2\right]dr+(L+1)R\,\phi(R)^2\right\}\ge0 .$$

Equality requires $\phi=0$, and then the differential equation gives $f=0$.

**Q.** Now the error. Where do the metrics part?

**A.** Insert $\rho=\tilde\rho+\delta\rho$ and $\sigma=\tilde\sigma+\delta\sigma$. For any fits,

$$(\rho|\sigma)-(\tilde\rho|\tilde\sigma)=(\delta\rho|\tilde\sigma)+(\tilde\rho|\delta\sigma)+(\delta\rho|\delta\sigma).$$

The fitted functions $\tilde\rho,\tilde\sigma$ are combinations of the $M_i$. In the Coulomb metric the first two terms therefore vanish, and the error is $(\delta\rho|\delta\sigma)$.

In the overlap metric we know that $\langle\delta\rho|M_i\rangle=0$, but the first term is $\langle\delta\rho|v\tilde\sigma\rangle$, and $v\tilde\sigma$ is in general not in the basis. The linear terms survive.

**Q.** They survive on paper. Could they still be of second order for some hidden reason?

**A.** Test it on a path. Let $\rho_\varepsilon=\rho_0+\varepsilon\eta$, with $\rho_0$ in the span and $\eta$ outside it, at a fixed basis. For $\sigma=\rho$, insert $\tilde\rho=\rho-\delta\rho$:

$$(\rho|\rho)-(\tilde\rho|\tilde\rho)=2(\delta\rho|\rho)-(\delta\rho|\delta\rho).$$

In the overlap metric $\delta\rho$ is orthogonal to the basis, so the part of $v\rho$ inside the span drops out:

$$(\rho|\rho)-(\tilde\rho|\tilde\rho)=2\langle\delta\rho|(1-P)v\rho\rangle-(\delta\rho|\delta\rho).\tag{1}$$

On the path $\delta\rho=\varepsilon(1-P)\eta$, and the error is

$$2\varepsilon\,\langle(1-P)\eta|(1-P)v\rho_0\rangle+O(\varepsilon^2).$$

The coefficient is nonzero unless the missed part of $\eta$ happens to be orthogonal to the missed part of the potential, or no potential is missed. So the error is generically of first order. With the Coulomb fit, $\delta\rho$ is also proportional to $\varepsilon$, and the error $(\delta\rho|\delta\rho)$ is proportional to $\varepsilon^2$.

**Q.** Suppose my code already has overlap projections. Must I refit everything?

**A.** No. Dunlap's robust expression keeps the fits and changes how they are used:

$$(\rho|\sigma)_{\rm R}=(\tilde\rho|\sigma)+(\rho|\tilde\sigma)-(\tilde\rho|\tilde\sigma).$$

Subtract it from the exact integral and factor:

$$(\rho|\sigma)-(\tilde\rho|\sigma)-(\rho|\tilde\sigma)+(\tilde\rho|\tilde\sigma)=(\rho-\tilde\rho\,|\,\sigma-\tilde\sigma)=(\delta\rho|\delta\sigma).$$

No property of the fit was used. The price is that Coulomb integrals between basis functions and true products are needed. With a Coulomb-metric fit, $(\tilde\rho|\sigma)=(\rho|\tilde\sigma)=(\tilde\rho|\tilde\sigma)$, and the robust expression reduces to the plain one.

**Q.** You call $(\delta\rho|\delta\sigma)$ second order. If $\delta\sigma$ is fixed and only $\delta\rho$ shrinks, it is linear.

**A.** Correct. The error is bilinear: it is of second order when both residuals shrink together, as they do for $\sigma=\rho$. For a fixed partner outside the span it is of first order in $\delta\rho$. If the partner lies in the span, $\delta\sigma=0$ and the Coulomb and robust errors vanish, whereas the overlap error is $(\delta\rho|\sigma)$, still linear.

**Q.** There is another gap. The Coulomb norm is not the overlap norm. Could a residual with small $\|\delta\rho\|$ have a large Coulomb energy?

**A.** In this sphere the ratio is bounded. Solve $vf=\lambda f$. With $\phi=\lambda f$, the radial equation becomes a spherical Bessel equation with $k^2=4\pi/\lambda$, so $f\propto j_L(kr)$. The condition at $R$ reads

$$j_L'(x)+\frac{L+1}{x}j_L(x)=j_{L-1}(x)=0,\qquad x=kR .$$

For $L=1$, $j_0(x)=\sin x/x$, so $x=n\pi$ and

$$\lambda_n=\frac{4\pi R^2}{n^2\pi^2}=\frac{4R^2}{\pi n^2}.$$

The kernel is symmetric and square integrable, so any residual can be expanded in these eigenfunctions. The ratio $(\delta\rho|\delta\rho)/\|\delta\rho\|^2$ is then a weighted average of the $\lambda_n$, and it cannot exceed $\lambda_1=4R^2/\pi$.

The two second-order errors can also be ordered. Let subscripts C and O mark the two fits. The function $\tilde\rho_{\rm C}-\tilde\rho_{\rm O}$ lies in the span, so it is Coulomb-orthogonal to $\delta\rho_{\rm C}$, and

$$(\delta\rho_{\rm O}|\delta\rho_{\rm O})=(\delta\rho_{\rm C}|\delta\rho_{\rm C})+(\tilde\rho_{\rm C}-\tilde\rho_{\rm O}|\tilde\rho_{\rm C}-\tilde\rho_{\rm O}).$$

Hence, for a diagonal integral with $L=1$,

$$0\le(\delta\rho_{\rm C}|\delta\rho_{\rm C})\le(\delta\rho_{\rm O}|\delta\rho_{\rm O})\le\frac{4R^2}{\pi}\|\delta\rho_{\rm O}\|^2 .\tag{2}$$

The second member is the Coulomb error and the third is the robust error with overlap fits. Neither method can overestimate the diagonal integral. The plain overlap error has no fixed sign.

**Q.** Then the overlap metric is always the worst of the three?

**A.** No. An order describes small residuals. Take $L=1$, let $f_1,f_2$ be the first two normalized eigenfunctions, with $\lambda_1=4\lambda_2$, and fit $\rho=f_2$ with the single function $M=(f_1+f_2)/\sqrt2$. This is a poor basis by design.

- Overlap: $\tilde\rho=\langle M|\rho\rangle M=(f_1+f_2)/2$, so the fitted integral is $(\lambda_1+\lambda_2)/4=1.25\lambda_2$.
- Robust with this fit: $\delta\rho=(f_2-f_1)/2$, so the result is $\lambda_2-(\lambda_1+\lambda_2)/4=-0.25\lambda_2$.
- Coulomb: the result is $(M|\rho)^2/(M|M)=(\lambda_2^2/2)/(5\lambda_2/2)=0.2\lambda_2$.

The exact value is $\lambda_2$. The overlap metric is closest here, and the robust expression gives a negative self-energy. The plain forms cannot do that, because they are self-energies of an actual function $\tilde\rho$.

**Q.** What makes a residual small in a real LAPW calculation? Your $\varepsilon$ is abstract.

**A.** A shift in energy can play the part of $\varepsilon$: the residual is small when the shift is small. Let $u_l$ be the normalized radial solution at energy $E_l$ and $\dot u_l$ its energy derivative. Suppose the basis for $L=1$ is $\{u_su_p,\ \dot u_su_p,\ u_s\dot u_p\}$. Local orbitals with energy parameters shifted by $\Delta$ bring in the product $u_s(E_s+\Delta)u_p(E_p+\Delta)$. Its Taylor expansion is

$$u_su_p+\Delta(\dot u_su_p+u_s\dot u_p)+\Delta^2\left(\tfrac12\ddot u_su_p+\dot u_s\dot u_p+\tfrac12u_s\ddot u_p\right)+O(\Delta^3).$$

The first two orders lie in the span. The residual therefore begins at $\Delta^2$, the overlap error generically at $\Delta^2$, and the Coulomb and robust errors at $\Delta^4$.

**Q.** Show me numbers, and say how they are made.

**A.** Take the model potential $-Z/r$ with $Z=3$, $R=2$ bohr, $E_s=-0.2$ and $E_p=0.1$ hartree. Put $u_l=r^l\sum_ka_kr^k$ into the radial Schrödinger equation. Equal powers of $r$ give

$$k(k+2l+1)\,a_k=-2Za_{k-1}-2E\,a_{k-2}.$$

Differentiating this recursion with respect to $E$ gives the series for $\dot u_l$, which is then made orthogonal to $u_l$, as constant normalization requires. Integrals use 48 Gauss–Legendre points, and the inner Coulomb integral is taken over the Legendre expansion of the integrand. Errors are exact minus fitted, where "exact" means the same integral without fitting.

| $\Delta$ (hartree) | $\lVert\delta\rho_{\rm O}\rVert$ (bohr$^{-3/2}$) | overlap (hartree) | Coulomb (hartree) | robust (hartree) |
|---|---|---|---|---|
| 0.4 | 2.784e-2 | −1.036e-2 | 4.750e-4 | 7.623e-4 |
| 0.1 | 1.826e-3 | −5.483e-4 | 2.116e-6 | 3.381e-6 |
| 0.05 | 4.581e-4 | −1.287e-4 | 1.339e-7 | 2.137e-7 |
| 0.025 | 1.147e-4 | −3.101e-5 | 8.410e-9 | 1.342e-8 |

In the last halving of $\Delta$ the residual falls by $4.581/1.147=3.99$, the overlap error by $12.87/3.101=4.15$ and the Coulomb error by $133.9/8.410=15.9$. The orders in the residual are

$$\frac{\ln4.15}{\ln3.99}=1.03,\qquad\frac{\ln15.9}{\ln3.99}=2.00 .$$

The excess in 1.03 comes from the next power of $\Delta$. Averaging the logarithms over $+\Delta$ and $-\Delta$ cancels the leading correction, and the orders become 0.996 for overlap and 2.000 for both Coulomb and robust.

**Q.** Is the difference large enough to care about?

**A.** At $\Delta=0.4$ hartree the unfitted integral is 0.6425 hartree. The overlap error is 1.6 % of it, the Coulomb error 0.07 % and the robust error 0.12 %. In energy units these are −282, 12.9 and 20.7 meV. For the actual $s$–$p$ pair density the angular factor must be restored: $Y_{00}Y_{1M}=Y_{1M}/\sqrt{4\pi}$, so the integral carries $1/4\pi$, and the errors become about −22, 1.0 and 1.7 meV. The negative sign means that the overlap fit overestimates this self-energy. These figures belong to this one shift and to an on-site integral. At $\Delta=-0.4$ hartree the magnitudes are 0.07 % (overlap), 0.05 % (Coulomb) and 0.09 % (robust). At $\Delta=+2$ hartree, far from the small-residual regime, they are 3.4 %, 11.8 % and 19.2 %, and the overlap fit is the closest.

The bound in (2) is $4R^2/\pi=5.09$ bohr² times $\|\delta\rho_{\rm O}\|^2$. The actual ratio at $\Delta=0.4$ is $7.623\times10^{-4}/(2.784\times10^{-2})^2=0.98$ bohr². This average lies below $\lambda_2=1.27$ bohr², so the residual must contain eigenfunctions with $n\ge3$, whose charge oscillates more and has less Coulomb energy.

**Q.** And the fixed partner?

**A.** Keep this basis and take $\sigma=u_pu_d$, with $E_d=0.3$ hartree, which does not lie in it. As only $\rho$ approaches the span, the measured order of the Coulomb error in $\|\delta\rho_{\rm O}\|$ is 1.000. The Coulomb metric does not turn a badly represented partner into a good one.

**Q.** Equation (1) blames the missed potential. If I put the potential into the basis, does the overlap metric recover?

**A.** It does, for densities close to the span of the original functions. Let the basis contain functions $M_i$ and also their potentials $vM_i$. Write $\rho=m+\eta$, with $m$ in the span of the $M_i$ and $\eta$ small. Both $m$ and $vm$ are now in the basis, so

$$\delta\rho=(1-P)\eta,\qquad(1-P)v\rho=(1-P)v\eta .$$

Both factors in the linear term of (1) are then of first order in $\eta$, and the error is of second order. Numerically, the basis $\{u_su_p\}$ alone gives the overlap error an order of 0.999 in the residual. Adding the one function $v(u_su_p)$ raises it to 2.000. The condition on $m$ matters. If $\rho$ has a finite component along some $vM_i$, the potential $v(vM_i)$ is missed and the error is generically linear again.

The limiting case is a basis that $v$ maps into itself. Then $\langle\delta\rho|vM_i\rangle=0$ follows from the overlap condition, which is the Coulomb condition, so the two fits coincide. Since $v$ is symmetric, it can be diagonalized within such a finite basis, which is therefore spanned by the eigenfunctions $j_L(k_nr)$.

**Q.** In practice I enlarge the product basis until the result settles. Will I see first order then?

**A.** Not necessarily, because $(1-P)v\rho$ changes with the basis. From (1) and the Cauchy–Schwarz inequality, the linear term is bounded by

$$2\,\|\delta\rho\|\,\|(1-P)v\rho\| .$$

Both factors can fall. For an example, form the eight products of $\{u_s,\dot u_s\}$ with $\{u_p,\dot u_p\}$ and of $\{u_p,\dot u_p\}$ with $\{u_d,\dot u_d\}$. Diagonalize their overlap matrix, keep the $n$ eigenvectors with the largest eigenvalues, and fit $\rho=u_su_p$. The products are not normalized and $\dot u_l$ is taken per hartree; the eigenvectors, and so the table below, depend on this scaling. Its self-energy is 0.7906 hartree.

| $n$ | $\lVert\delta\rho_{\rm O}\rVert$ (bohr$^{-3/2}$) | $\lVert(1-P)v\rho\rVert$ (bohr$^{1/2}$) | overlap (hartree) | Coulomb (hartree) |
|---|---|---|---|---|
| 3 | 5.434e-2 | 1.551e-1 | −1.796e-2 | 1.444e-3 |
| 4 | 2.782e-3 | 3.696e-2 | 1.973e-4 | 1.566e-6 |
| 5 | 5.099e-4 | 1.485e-2 | 1.384e-5 | 3.256e-8 |
| 6 | 3.061e-5 | 6.654e-3 | 3.562e-7 | 8.406e-11 |

From $n=4$ to $n=6$ the density residual falls by a factor of 91 and the missed potential by 5.6. Their product falls by about 505, and the overlap error by 554. Read as a power of the residual, this would be $\ln554/\ln91=1.4$, a value tied to this sequence of bases: with $\dot u_l$ per rydberg it is 1.3, and with normalized products 1.2. That is no contradiction: the first-order law holds at a fixed basis, and here the basis changes.

**Q.** The overlap error changes sign between $n=3$ and $n=4$. Is that a numerical accident?

**A.** It is allowed by (1), whose linear term can have either sign. It also means that a small overlap error at one basis size could be a crossing through zero, so one small value is no evidence of convergence. The Coulomb error is a minimum of $(\delta\rho|\delta\rho)$ over the span. In a nested sequence of bases such as this one it cannot grow.

The Coulomb error falls by $1.566\times10^{-6}/8.406\times10^{-11}\approx1.86\times10^4$ between $n=4$ and $n=6$, more than $91^2\approx8.3\times10^3$. The robust error, $(\delta\rho_{\rm O}|\delta\rho_{\rm O})$, shows why second order can look faster here. It is $1.732\times10^{-6}$ hartree at $n=4$ and $9.924\times10^{-11}$ at $n=6$. Divided by $\|\delta\rho_{\rm O}\|^2$, this gives 0.22 and 0.11 bohr². The average of the $\lambda_n$ over the residual has halved, so its weight has moved towards more rapidly oscillating eigenfunctions.

**Q.** How much of this carries over to a crystal?

**A.** The splitting of the error and the robust identity use linearity and the symmetry of $v$, so they carry over. The minimum property also needs positivity on the space of fitted densities; in a periodic solid the average-potential term needs separate treatment. The constant $4R^2/\pi$ belongs to the isolated sphere with $L=1$.

The cost of the Coulomb metric changes too. Outside its sphere, a function with a nonzero multipole moment has a potential proportional to $r^{-L-1}$, so $(M_i|M_j)$ couples different spheres and the interstitial region. The overlap equations for functions confined to separate spheres remain separate. Charge outside a sphere produces inside it a potential made of terms $r^LY_{LM}$, so in such integrals the linear term is the error $\langle r^L|\delta\rho\rangle$ of the multipole moment. It is generically of first order for the overlap fit and also for a Coulomb fit carried out in one sphere only, and adding the on-site potentials $vM_i$ does not change that order. For the overlap fit it vanishes when $r^L$ itself is in the basis. One can therefore keep the local overlap fit and pay for the robust integrals, fit in the Coulomb metric of the whole crystal, or retain the plain overlap form and converge the basis for the potentials, including $r^L$, as well as for the densities.
